# Bond currents in a nonorthogonal basis need the overlap term: verification in Python

```python
"""
Result under test: with nonorthogonal orbitals the steady particle flow into
orbital i from orbital j is
    J_ij = (2/hbar) Im[ H_ij rho_ji - S_ij W_ji ],
where H is the Hamiltonian, S the overlap, rho_ji = sum c_j conj(c_i), and W is
rho weighted by energy. At one energy E this is H - E S in place of H.
The plain formula omits S W. It generally breaks Kirchhoff's law, but can obey
it and still give a wrong current. Energies are in eV; tests use hbar = 1.
The junction is a six-orbital pi ring joined in meta position to two chains.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.special import expit

rng = np.random.default_rng(4)
e = const.e
kB = const.k / e
to_nA = 2 * e**2 / const.hbar * 1e9      # two spins, flow in eV to nA


def flow(kernel, density):
    """Inflow to row orbital from column orbital, times hbar."""
    return 2 * np.imag(kernel * density.T)


# ---- Time-dependent continuity of Mulliken populations --------------------
n = 5
R = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
Ht = (R + R.conj().T) / 2
R = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
St = np.eye(n) + 0.04 * (R + R.conj().T)
d = np.sqrt(np.real(np.diag(St)))
St = St / np.outer(d, d)
assert np.linalg.eigvalsh(St).min() > 0
c0 = rng.normal(size=n) + 1j * rng.normal(size=n)
generator = -1j * np.linalg.solve(St, Ht)


def population(time):
    c = expm(generator * time) @ c0
    return np.real(c.conj() * (St @ c))


dt = 1e-4
rate = (population(dt) - population(-dt)) / (2 * dt)
cdot = generator @ c0
plain_t = 2 * np.imag(c0.conj()[:, None] * Ht * c0[None, :])
J_t = plain_t + np.real(cdot.conj()[:, None] * St * c0[None, :]
                        - c0.conj()[:, None] * St * cdot[None, :])
assert np.allclose(J_t, -J_t.T, atol=1e-12)
assert np.allclose(J_t.sum(axis=1), rate, atol=1e-5)
assert np.max(abs(plain_t.sum(axis=1) - rate)) > 1e-2


# ---- Magnitude from the energy of a ring threaded by a phase --------------
def phase_ring(levels, hops, overlaps, theta):
    m = len(levels)
    H = np.diag(levels).astype(complex)
    S = np.eye(m, dtype=complex)
    for i in range(m):
        j = (i + 1) % m
        phase = np.exp(1j * theta) if j == 0 else 1.0
        H[j, i], S[j, i] = hops[i] * phase, overlaps[i] * phase
        H[i, j], S[i, j] = np.conj(H[j, i]), np.conj(S[j, i])
    return H, S


def ring_flows(levels, hops, overlaps, theta, state):
    H, S = phase_ring(levels, hops, overlaps, theta)
    energies, vectors = eigh(H, S)
    c = vectors[:, state]
    rho_state = np.outer(c, c.conj())
    step = 1e-4
    up = eigh(*phase_ring(levels, hops, overlaps, theta + step),
              eigvals_only=True)[state]
    down = eigh(*phase_ring(levels, hops, overlaps, theta - step),
                eigvals_only=True)[state]
    rows = (np.arange(len(levels)) + 1) % len(levels)
    cols = np.arange(len(levels))
    full = flow(H - energies[state] * S, rho_state)[rows, cols]
    plain = flow(H, rho_state)[rows, cols]
    return energies[state], full, plain, -(up - down) / (2 * step)


m = 7
_, full_i, plain_i, slope_i = ring_flows(
    -4 + rng.uniform(-0.5, 0.5, m), rng.uniform(-3.5, -2.0, m),
    rng.uniform(0.03, 0.2, m), 0.7, 2)
assert np.allclose(full_i, slope_i, atol=1e-6)
assert np.ptp(plain_i) > 1e-2 * abs(slope_i)

# ---- Junction parameters: round, rough typical values ---------------------
eps_C, beta_C, s_C = -4.0, -3.0, 0.13
eps_M, beta_M, s_M = -5.0, -2.0, 0.10
beta_K, s_K = -1.0, 0.10
beta_2, s_2 = -0.2, 0.03
EF0, bias, temp = -5.0, 0.5, 300.0
bond_nm, vib_eV = 0.14, 0.2
ring = np.arange(2, 8)
N = 10

h_ring = beta_C + s_C * eps_C
E_u, full_u, plain_u, slope_u = ring_flows(
    np.full(6, eps_C), np.full(6, h_ring), np.full(6, s_C), 0.5, 2)
assert np.allclose(full_u, slope_u, atol=1e-6)
assert np.ptp(plain_u) < 1e-10
assert abs(plain_u[0] / slope_u - 1) > 0.05


def junction(second=False, drop=0.0):
    """Two lead orbitals, six ring orbitals, two lead orbitals."""
    levels = np.full(N, eps_M)
    levels[ring] = eps_C
    projection = np.cos(np.deg2rad(60 * np.arange(6) - 150))
    levels[:2] += drop / 2
    levels[8:] -= drop / 2
    levels[ring] -= drop / 4 * projection / np.cos(np.pi / 6)
    B, S = np.zeros((N, N)), np.eye(N)

    def join(i, j, beta, s):
        B[i, j] = B[j, i] = beta
        S[i, j] = S[j, i] = s

    join(0, 1, beta_M, s_M)
    join(8, 9, beta_M, s_M)
    join(1, ring[0], beta_K, s_K)
    join(8, ring[2], beta_K, s_K)
    for a in range(6):
        join(ring[a], ring[(a + 1) % 6], beta_C, s_C)
        if second:
            join(ring[a], ring[(a + 2) % 6], beta_2, s_2)
    H = B + S * (levels[:, None] + levels[None, :]) / 2
    assert np.linalg.eigvalsh(S).min() > 0
    return H, S


def lead(E, level):
    tau = beta_M - (E - level) * s_M
    x = (E - level) / (2 * tau)
    assert abs(x) < 1
    return tau, x + 1j * np.sqrt(1 - x * x)


def spectral(H, S, E):
    """Spectral matrices of states arriving from left and from right."""
    D = (E * S - H).astype(complex)
    gammas = []
    for site in (0, N - 1):
        tau, lam = lead(E, H[site, site])
        D[site, site] -= tau * lam
        gammas.append(-2 * np.imag(tau * lam))
    G = np.linalg.inv(D)
    return [g * np.outer(G[:, site], G[:, site].conj())
            for g, site in zip(gammas, (0, N - 1))]


def wave_transmission(H, S, E):
    """Match incoming, reflected and transmitted waves in the leads."""
    K = (H - E * S).astype(complex)
    tau_L, lam_L = lead(E, H[0, 0])
    tau_R, lam_R = lead(E, H[-1, -1])
    rhs = -K[:, 0].copy()
    rhs[0] -= tau_L / lam_L
    K[0, 0] += tau_L * lam_L
    K[-1, -1] += tau_R * lam_R
    amplitude = np.linalg.solve(K, rhs)[-1]
    return abs(amplitude)**2 * tau_R * lam_R.imag / (tau_L * lam_L.imag)


def transport(H, S, EF=EF0, V=bias, T=temp, points=401):
    half = V / 2 + 16 * kB * T
    grid = np.linspace(EF - half, EF + half, points)
    dE = grid[1] - grid[0]
    rho = np.zeros((N, N), complex)
    W = np.zeros((N, N), complex)
    landauer = 0.0
    for E in grid:
        window = (expit((EF + V / 2 - E) / (kB * T))
                  - expit((EF - V / 2 - E) / (kB * T)))
        A = spectral(H, S, E)[0] * window * dE / (2 * np.pi)
        rho += A
        W += E * A
        landauer += (wave_transmission(H, S, E) * window * dE
                     / (2 * np.pi))
    J = flow(H, rho) - flow(S, W)
    return rho, W, J * to_nA, landauer * to_nA


H, S = junction()
A_L, A_R = spectral(H, S, EF0)
assert np.max(abs(np.imag(A_L + A_R))) < 1e-12
J_EF = flow(H - EF0 * S, A_L)
T_EF = wave_transmission(H, S, EF0)
assert np.isclose(J_EF[ring[0], 1], T_EF, rtol=1e-9)

rho, W, J, I = transport(H, S)
inner = np.arange(1, N - 1)
assert np.allclose(J[inner].sum(axis=1), 0, atol=1e-8 * abs(I))
assert np.isclose(J[ring[0], 1], I, rtol=1e-8)
assert np.isclose(J[8, ring[2]], I, rtol=1e-8)
assert np.isclose(transport(H, S, points=801)[3], I, rtol=1e-6)

# ---- Plain formula for three choices of the zero of energy ----------------
zeros = {"vacuum": 0.0, "carbon level": eps_C, "Fermi energy": EF0}
plain, loss = {}, {}
for name, zero in zeros.items():
    plain[name] = flow(H - zero * S, rho) * to_nA
    loss[name] = plain[name][ring[0]].sum()
assert np.allclose(plain["vacuum"][inner].sum(axis=1),
                   flow(S, W)[inner].sum(axis=1) * to_nA, atol=1e-8 * I)
assert abs(loss["vacuum"]) > 0.1 * I
assert 1e-6 * I < abs(loss["Fermi energy"]) < 0.1 * abs(loss["vacuum"])
free_atoms = ring[[1, 3, 4, 5]]
assert np.max(abs(plain["vacuum"][free_atoms].sum(axis=1))) < 1e-8 * I

# ---- Orthogonalize only the ring: same terminal current, new bond map -----
values, vectors = np.linalg.eigh(S[np.ix_(ring, ring)])
X = np.eye(N)
X[np.ix_(ring, ring)] = vectors @ np.diag(values**-0.5) @ vectors.T
Xi = np.linalg.inv(X)
J_orth = (flow(X.T @ H @ X, Xi @ rho @ Xi.T)
          - flow(X.T @ S @ X, Xi @ W @ Xi.T)) * to_nA
assert np.allclose(J_orth[inner].sum(axis=1), 0, atol=1e-8 * I)
assert np.isclose(J_orth[ring, 1].sum(), I, rtol=1e-8)
assert abs(J_orth[ring[1], ring[0]] - J[ring[1], ring[0]]) > 1e-3 * I

# ---- Size of neglected effects --------------------------------------------
H2, S2 = junction(second=True)
rho2, _, J2, I2 = transport(H2, S2)
assert np.allclose(J2[inner].sum(axis=1), 0, atol=1e-8 * I2)
loss2 = np.max(abs(flow(H2, rho2)[free_atoms].sum(axis=1))) * to_nA
assert loss2 > 1e-3 * I2
Hd, Sd = junction(drop=bias)
_, _, Jd, Id = transport(Hd, Sd)
assert np.isclose(Jd[ring[0], 1], Id, rtol=1e-8)
I_low = transport(H, S, EF=EF0 - 0.5)[3]
I_high = transport(H, S, EF=EF0 + 0.5)[3]
I_cold = transport(H, S, T=77.0)[3]
homo = eigh(H[np.ix_(ring, ring)], S[np.ix_(ring, ring)],
            eigvals_only=True)[2]
coulomb = e / (4 * np.pi * const.epsilon_0 * 2 * bond_nm * 1e-9)
tunnel_fs = const.hbar / (e * abs(EF0 - homo)) * 1e15
vib_fs = const.h / (e * vib_eV) * 1e15

print(f"Carbon level, lead level, Fermi: {eps_C}, {eps_M}, {EF0} eV")
print(f"Ring bond: beta {beta_C} eV, overlap {s_C}")
print(f"Contact bond: beta {beta_K} eV, overlap {s_K}")
print(f"Lead bond: beta {beta_M} eV, overlap {s_M}")
print(f"Bias {bias} V, temperature {temp:.0f} K")
for name, i, j in (("Ring", 2, 3), ("Contact", 1, 2), ("Lead", 0, 1)):
    k = H[i, j] - EF0 * S[i, j]
    print(f"{name} bond H: {H[i, j]:.4f} eV; H-EF*S: {k:.4f} eV; "
          f"ratio {H[i, j] / k:.4f}")
print(f"Closed uniform ring, phase 0.5 rad: state energy {E_u:.4f} eV")
print(f"  hbar*flow from energy slope: {slope_u:.5f} eV")
print(f"  hbar*flow from H-E*S: {full_u[0]:.5f} eV")
print(f"  hbar*flow from H alone: {plain_u[0]:.5f} eV")
print(f"Transmission at Fermi energy: {T_EF:.4e} (no unit)")
print(f"Landauer electron flow, wave matching: {I:.4f} nA")
print(f"Bond flow lead to ring atom 1: {J[2, 1]:.4f} nA")
print(f"Short arm, atom 1 to 2: {J[3, 2]:.4f} nA")
print(f"Long arm, atom 1 to 6: {J[7, 2]:.4f} nA")
print(f"Largest Kirchhoff error, full formula: "
      f"{np.max(abs(J[inner].sum(axis=1))):.1e} nA")
for name in zeros:
    P = plain[name]
    print(f"H alone, zero at {name}: into atom 1 {P[2, 1]:.4f} nA")
    print(f"  out by short arm {P[3, 2]:.4f}, long arm {P[7, 2]:.4f} nA")
    print(f"  false loss at atom 1: {loss[name]:.5f} nA, "
          f"{100 * loss[name] / I:.3f} % of true current")
print(f"Orthogonalized ring, total into ring: "
      f"{J_orth[ring, 1].sum():.4f} nA")
print(f"Orthogonalized ring, orbital 1 to 2: {J_orth[3, 2]:.4f} nA")
print(f"Second neighbours: beta {beta_2} eV, overlap {s_2}")
print(f"  current with them: {I2:.4f} nA")
print(f"  largest H-alone error off contacts, vacuum zero: {loss2:.4f} nA")
print(f"Current with potential drop in junction: {Id:.4f} nA")
print(f"Current with Fermi energy 0.5 eV lower: {I_low:.4f} nA")
print(f"Current with Fermi energy 0.5 eV higher: {I_high:.4f} nA")
print(f"Current at 77 K: {I_cold:.4f} nA")
print(f"Highest filled level of isolated ring: {homo:.4f} eV")
print(f"Bare Coulomb energy across {2 * bond_nm:.2f} nm: {coulomb:.2f} eV")
print(f"Tunnelling time scale: {tunnel_fs:.3f} fs")
print(f"Period of a {vib_eV} eV vibration: {vib_fs:.1f} fs")
print("finished without a failed check")
```

Printed output:

```
Carbon level, lead level, Fermi: -4.0, -5.0, -5.0 eV
Ring bond: beta -3.0 eV, overlap 0.13
Contact bond: beta -1.0 eV, overlap 0.1
Lead bond: beta -2.0 eV, overlap 0.1
Bias 0.5 V, temperature 300 K
Ring bond H: -3.5200 eV; H-EF*S: -2.8700 eV; ratio 1.2265
Contact bond H: -1.4500 eV; H-EF*S: -0.9500 eV; ratio 1.5263
Lead bond H: -2.5000 eV; H-EF*S: -2.0000 eV; ratio 1.2500
Closed uniform ring, phase 0.5 rad: state energy -6.3020 eV
  hbar*flow from energy slope: -0.73316 eV
  hbar*flow from H-E*S: -0.73316 eV
  hbar*flow from H alone: -0.95556 eV
Transmission at Fermi energy: 1.0289e-03 (no unit)
Landauer electron flow, wave matching: 42.2098 nA
Bond flow lead to ring atom 1: 42.2098 nA
Short arm, atom 1 to 2: 91.3482 nA
Long arm, atom 1 to 6: -49.1384 nA
Largest Kirchhoff error, full formula: 2.3e-12 nA
H alone, zero at vacuum: into atom 1 64.8261 nA
  out by short arm 112.3467, long arm -60.4422 nA
  false loss at atom 1: 12.92155 nA, 30.613 % of true current
H alone, zero at carbon level: into atom 1 46.9430 nA
  out by short arm 95.7501, long arm -51.5132 nA
  false loss at atom 1: 2.70621 nA, 6.411 % of true current
H alone, zero at Fermi energy: into atom 1 42.4723 nA
  out by short arm 91.6009, long arm -49.2810 nA
  false loss at atom 1: 0.15237 nA, 0.361 % of true current
Orthogonalized ring, total into ring: 42.2098 nA
Orthogonalized ring, orbital 1 to 2: 121.2085 nA
Second neighbours: beta -0.2 eV, overlap 0.03
  current with them: 81.9750 nA
  largest H-alone error off contacts, vacuum zero: 13.2924 nA
Current with potential drop in junction: 42.3887 nA
Current with Fermi energy 0.5 eV lower: 137.4473 nA
Current with Fermi energy 0.5 eV higher: 9.3185 nA
Current at 77 K: 41.9900 nA
Highest filled level of isolated ring: -6.6549 eV
Bare Coulomb energy across 0.28 nm: 5.14 eV
Tunnelling time scale: 0.398 fs
Period of a 0.2 eV vibration: 20.7 fs
finished without a failed check
```
